# Separating Lattice and Electronic Heat Conduction with a Magnetic Field

## Problem

A magnetic field bends electron paths and so lowers the diagonal element $\kappa_{xx}$ of the electronic heat conductivity, the heat carried along a temperature gradient that has no transverse component (the Maggi–Righi–Leduc effect). Phonons are taken to be unaffected. This suggests measuring the thermal conductivity $\kappa_{xx}$ and the electrical conductivity $\sigma_{xx}$ at several fields, plotting one against the other, and reading the lattice part $\kappa_L$ from the intercept of a straight line at $\sigma_{xx}=0$.

Consider an isotropic metal with one parabolic band of mass $m$, electron density $n$ and electron charge $-e$, in a field $B$ along $z$. Work to leading order in $k_BT/E_F$ and neglect Landau quantization. The lattice part is independent of $B$ and has no transverse component. Elastic collisions have rate $\gamma_{el}$. Inelastic collisions have rate $\gamma_{in}$ and change an electron's energy but not its direction of motion.

(a) Find the charge and heat conductivities in the field, and the Lorenz number $L(B)=\kappa_{e,xx}/(T\sigma_{xx})$.

(b) Find the error in $\kappa_L$ when a line is drawn through the data at two fields. Discuss weak and strong fields.

(c) Extend the result to a least-squares line through many points.

(d) Show how $\kappa_{xx}$ and $\sigma_{xx}$ follow from measurements in which no transverse current flows, and what goes wrong if this conversion is omitted.

(e) Propose a better fit. Examine its sensitivity to noise and to an energy-dependent inelastic rate.

(f) Evaluate the results for $T=20$ K, $n=10^{27}$ m$^{-3}$, charge mobility $\mu=0.5$ m$^2$/(V s), $\gamma_{in}/\gamma_{el}=2/3$ and $\kappa_L=10$ W/(m K), with fields up to 9 T.

## Solution

### (a) Conductivities in the field

Let $\zeta$ be the chemical potential and $x=(\varepsilon-\zeta)/k_BT$. Write the distribution as

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\mathbf a(x),$$

with $\mathbf a$ to be found. The equilibrium function varies in space through $T$ and $\zeta$, so

$$\mathbf v\cdot\nabla f_0=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot(\nabla\zeta+k_Bx\nabla T).$$

The electric force contributes $-e\mathbf E\cdot\mathbf v\,\partial f_0/\partial\varepsilon$. With $\mathbf E'=\mathbf E+\nabla\zeta/e$, the two driving terms add to $(-\partial f_0/\partial\varepsilon)\,\mathbf v\cdot(e\mathbf E'+k_Bx\nabla T)$.

The magnetic force is perpendicular to $\mathbf v$, so it does not act on functions of energy. It acts only on the factor $\mathbf v=\mathbf p/m$ and gives

$$-\frac em(\mathbf v\times\mathbf B)\cdot\mathbf a=-\frac em\,\mathbf v\cdot(\mathbf B\times\mathbf a),$$

times the common factor $-\partial f_0/\partial\varepsilon$. If collisions contribute $-C\mathbf a$ on the right-hand side, the steady state obeys

$$C\mathbf a-\frac em\mathbf B\times\mathbf a=\mathbf X,\qquad \mathbf X=-(e\mathbf E'+k_Bx\nabla T).$$

Since $\mathbf B\times\mathbf a=B(-a_y,a_x,0)$, the components are $Ca_x+\omega_ca_y=X_x$ and $Ca_y-\omega_ca_x=X_y$, where $\omega_c=eB/m$. Adding $i$ times the second to the first, with $a=a_x+ia_y$ and $X=X_x+iX_y$, gives

$$(C-i\omega_c)\,a=X.$$

Define the thermal average $\langle g\rangle=\int dx\,(-\partial f_0/\partial x)\,g(x)$. It has $\langle1\rangle=1$, $\langle x\rangle=0$ and $\langle x^2\rangle=\pi^2/3$. A simple collision operator with the stated properties is

$$Ca=\gamma_{el}\,a+\gamma_{in}(a-\langle a\rangle).$$

The inelastic term redistributes electrons over energy while keeping their direction. A constant $a$, which carries charge, is therefore untouched by it: $C1=\gamma_{el}$. The function $x$, which carries heat, has zero average, so $Cx=(\gamma_{el}+\gamma_{in})x$. The two relaxation times are

$$\tau_\sigma=\frac1{\gamma_{el}},\qquad \tau_\kappa=\frac1{\gamma_{el}+\gamma_{in}}=r\tau_\sigma,\qquad r=\frac{\gamma_{el}}{\gamma_{el}+\gamma_{in}}\le1.$$

Solving separately for the constant and linear parts of $X$,

$$a=-\frac{eE'\tau_\sigma}{1-i\omega_c\tau_\sigma}-\frac{k_Bx\,\nabla T\,\tau_\kappa}{1-i\omega_c\tau_\kappa},$$

where $E'$ and $\nabla T$ are written as complex numbers in the same way as $a$.

For the currents, the average over directions replaces $v_iv_j$ by $\delta_{ij}v^2/3$. The density of states at the Fermi level is $3n/(2E_F)$, and $v^2=2E_F/m$ there, so their product divided by 3 is $n/m$. Hence

$$J=-\frac{ne}{m}\langle a\rangle,\qquad q=\frac{nk_BT}{m}\langle xa\rangle.$$

Because $\langle x\rangle=0$, a temperature gradient drives no charge current at this order. The heat conductivity at $E'=0$ is then also the one at zero electric current. Let

$$u=\mu B,\quad \mu=\frac{e\tau_\sigma}{m},\quad \sigma_0=ne\mu,\quad L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2.$$

The real parts of the response give

$$\sigma_{xx}=\frac{\sigma_0}{1+u^2},\qquad \kappa_{e,xx}=\frac{\kappa_{e0}}{1+r^2u^2},\qquad \kappa_{e0}=rL_0T\sigma_0,$$

and the imaginary parts give

$$\sigma_{yx}=u\,\sigma_{xx},\qquad \kappa_{yx}=ru\,\kappa_{e,xx}.$$

The Lorenz number is therefore

$$\frac{L(B)}{L_0}=r\,\frac{1+u^2}{1+r^2u^2}.$$

It starts at $r$ and tends to $1/r$. At zero field, extra collisions shorten the heat-carrying path and lower $L$. In strong field, transport along the gradient needs collisions to interrupt the cyclotron motion. The heat current has more of them, and $L$ rises above $L_0$. Without inelastic collisions $r=1$, and within this model $L=L_0$ at every field.

### (b) A line through two fields

Let $y_i=\kappa_L+TL_i\sigma_i$ be the total conductivity at field $B_i$, with $\sigma_i=\sigma_{xx}(B_i)$. The line through two points has slope $(y_1-y_2)/(\sigma_1-\sigma_2)$ and intercept

$$b_{12}=y_1-\sigma_1\frac{y_1-y_2}{\sigma_1-\sigma_2}=\frac{\sigma_1y_2-\sigma_2y_1}{\sigma_1-\sigma_2}.$$

Inserting $y_i$, the lattice terms combine to $\kappa_L$, and the error $\Delta_{12}=b_{12}-\kappa_L$ is

$$\Delta_{12}=T\sigma_1\sigma_2\,\frac{L_2-L_1}{\sigma_1-\sigma_2}.$$

This holds for any function $L(B)$. If $L$ rises while $\sigma_{xx}$ falls, the lattice part is overestimated.

For the present model set $s=\sigma_{xx}/\sigma_0$, so that $u^2=(1-s)/s$. Then

$$\frac{L}{L_0}=\frac{r}{D},\qquad \kappa_{e,xx}=L_0T\sigma_0\frac{rs}{D},\qquad D=r^2+(1-r^2)s.$$

The difference of Lorenz numbers is

$$L_2-L_1=L_0r\,\frac{D_1-D_2}{D_1D_2}=L_0r(1-r^2)\frac{s_1-s_2}{D_1D_2}.$$

The factor $s_1-s_2$ cancels in $\Delta_{12}$:

$$\Delta_{12}=L_0T\sigma_0\,r(1-r^2)\frac{s_1s_2}{D_1D_2}.$$

Since $\kappa_e(B_1)\kappa_e(B_2)=(L_0T\sigma_0)^2r^2s_1s_2/(D_1D_2)$, with $\kappa_e$ short for $\kappa_{e,xx}$, this becomes

$$\boxed{\Delta_{12}=(1-r^2)\,\frac{\kappa_e(B_1)\,\kappa_e(B_2)}{\kappa_{e0}}}$$

If $B_1=0$, the error is the fraction $1-r^2$ of the electronic heat conduction that survives at $B_2$.

The slope follows from $s_1D_2-s_2D_1=r^2(s_1-s_2)$:

$$\frac{y_1-y_2}{\sigma_1-\sigma_2}=L_0T\,r\,\frac{s_1/D_1-s_2/D_2}{s_1-s_2}=L_0T\,\frac{r^3}{D_1D_2}.$$

*Weak fields.* Here $D\to1$. The slope suggests a Lorenz number $r^3L_0$, although the true value is $rL_0$. The error tends to $(1-r^2)\kappa_{e0}$. The points may lie on an excellent straight line, but it is a tangent to a curve, and good linearity does not validate its intercept.

*Strong fields.* If both fields are strong in the sense $ru\gg1$ (for small $r$, $u\gg1$ alone is not enough), then $s\ll r^2$ and $D\to r^2$ at each of them. The slope tends to $L_0T/r$ and the error to zero, because little electronic heat is left to misassign.

The sign has a geometric reading. The second derivative of $rs/D$ with respect to $s$ is $-2r^3(1-r^2)/D^3$, which is negative for $r<1$. The curve of $\kappa_{xx}$ against $\sigma_{xx}$ is concave, and its chords extended to $\sigma_{xx}=0$ pass above its true end point.

### (c) A least-squares line

For $N$ equally weighted points, the normal equations give the intercept

$$b=\frac{\sum_i\sigma_i^2\sum_jy_j-\sum_i\sigma_i\sum_j\sigma_jy_j}{N\sum_i\sigma_i^2-(\sum_i\sigma_i)^2}.$$

The numerator is $\sum_{i,j}\sigma_i(\sigma_i-\sigma_j)y_j$. Averaging this with the same sum after exchanging $i$ and $j$ gives

$$\frac12\sum_{i,j}(\sigma_i-\sigma_j)(\sigma_iy_j-\sigma_jy_i)=\sum_{i<j}(\sigma_i-\sigma_j)^2b_{ij}.$$

The denominator is $\sum_{i<j}(\sigma_i-\sigma_j)^2$. Subtracting $\kappa_L$,

$$\Delta=\frac{\sum_{i<j}(\sigma_i-\sigma_j)^2\Delta_{ij}}{\sum_{i<j}(\sigma_i-\sigma_j)^2}.$$

The error is a weighted mean of pair errors and lies between the smallest and the largest. As $\kappa_e$ falls with field, these belong to the two highest and the two lowest fields.

### (d) From measured resistivities to conductivities

Suppose heat enters along $x$ and none can leave sideways. Isotropy gives $\kappa_{xy}=-\kappa_{yx}$. The condition $q_y=0$ requires $\partial_yT=-(\kappa_{yx}/\kappa_{xx})\,\partial_xT$. Inserting this into $q_x=-\kappa_{xx}\partial_xT-\kappa_{xy}\partial_yT$ shows that the ratio $-q_x/\partial_xT$ is

$$\kappa_{ad}=\kappa_{xx}+\frac{\kappa_{yx}^2}{\kappa_{xx}}.$$

This is not $\kappa_{xx}$. For electrons alone, part (a) gives $\kappa_{e,xx}(1+r^2u^2)=\kappa_{e0}$, with no field dependence at all. The same argument for charge gives $1/\rho_{xx}=\sigma_{xx}(1+u^2)=\sigma_0$. In this model a plot against $1/\rho_{xx}$ has no horizontal spread and cannot be fitted.

To obtain $\kappa_{xx}$ and $\sigma_{xx}$ from such measurements, one must therefore record the transverse gradients too and invert both tensors. With the thermal resistivity $W$ defined by $\nabla T=-W\mathbf q$,

$$\kappa_{xx}=\frac{W_{xx}}{W_{xx}^2+W_{yx}^2},\qquad \sigma_{xx}=\frac{\rho_{xx}}{\rho_{xx}^2+\rho_{yx}^2}.$$

### (e) A fit with a separate thermal mobility

Part (a) suggests fitting the heat data directly against field,

$$\kappa_{xx}(B)=\kappa_L+\frac{\kappa_{e0}}{1+\mu_\kappa^2B^2},$$

with $\kappa_L$, $\kappa_{e0}$ and $\mu_\kappa$ free. No Lorenz number is assumed, and the model predicts $\mu_\kappa=r\mu$. The single-Lorentzian shape belongs to one isotropic band. With several bands of different mobility the ranking of the two fits can reverse. Take two bands with elastic scattering only, carrying 70% and 30% of the $\sigma_0$ of part (f) with mobilities 0.5 and 0.15 m$^2$/(V s). Then $L=L_0$ and the straight line is exact, while this fit over 0–9 T returns about 13.6 W/(m K) for a true $\kappa_L$ of 10.

*Noise.* At small field,

$$\kappa_{xx}=(\kappa_L+\kappa_{e0})-\kappa_{e0}\mu_\kappa^2B^2+\kappa_{e0}\mu_\kappa^4B^4-\dots$$

The first two terms fix only the combinations $\kappa_L+\kappa_{e0}$ and $\kappa_{e0}\mu_\kappa^2$. Separating $\kappa_L$ needs the fourth-order term, so a short field range makes the result fragile.

*Energy-dependent inelastic rate.* Let the inelastic rate be $\gamma(x)=\tfrac13\gamma_{el}(1+x^2/\pi^2)$, and replace the inelastic term by $\gamma(x)\,[a-\langle\gamma a\rangle/\langle\gamma\rangle]$. It still vanishes for constant $a$, so $\sigma_{xx}$ is unchanged. The heat solution is odd in $x$ and $\gamma$ is even, hence $\langle\gamma a\rangle=0$, and each energy relaxes with its own ratio $\rho(x)=\gamma_{el}/[\gamma_{el}+\gamma(x)]<1$:

$$\kappa_{e,xx}=\sigma_0T\left(\frac{k_B}{e}\right)^2\left\langle\frac{x^2\rho}{1+\rho^2u^2}\right\rangle.$$

An intercept is linear in the heat data, so the result of part (b) can be applied at each $x$ and averaged:

$$\Delta_{12}=\sigma_0T\left(\frac{k_B}{e}\right)^2\left\langle\frac{x^2\rho(1-\rho^2)}{(1+\rho^2u_1^2)(1+\rho^2u_2^2)}\right\rangle>0.$$

The straight line still overestimates $\kappa_L$. The three-parameter form is now approximate, since a sum of different Lorentzians is not one Lorentzian.

### (f) Numbers

The ratio is $r=1/(1+2/3)=0.6$. With a free-electron mass the Fermi temperature is about 4200 K, so 20 K is well inside the degenerate regime. For this mass $\hbar\omega_c/k_BT=0.6$ at 9 T and Landau quantization is negligible. For a mass of $0.1\,m_e$ the ratio is about 6, and quantum oscillations are no longer strongly damped by temperature. Further, $\sigma_0=80.1\times10^6$ S/m and $L_0T\sigma_0=39.14$ W/(m K), so $\kappa_{e0}=0.6\times39.14=23.48$ W/(m K). The total at zero field is 33.48 W/(m K). Subtracting $L_0T\sigma_0$ from it would leave a negative lattice part, $-5.66$ W/(m K).

The data below come from solving the Boltzmann equation numerically on an energy grid; they agree with the formulae of part (a). Conductivities of heat are in W/(m K).

| $B$ (T) | $\sigma_{xx}$ ($10^6$ S/m) | $\kappa_{e,xx}$ | $\kappa_{xx}$ | $L/L_0$ |
|---|---|---|---|---|
| 0 | 80.11 | 23.48 | 33.48 | 0.600 |
| 2 | 40.05 | 17.27 | 27.27 | 0.882 |
| 6 | 8.01 | 5.54 | 15.54 | 1.415 |
| 9 | 3.77 | 2.83 | 12.83 | 1.538 |

A line through the points at 0 and 9 T is wrong by $(1-0.36)\times2.833=1.81$ W/(m K), or 18% of the true $\kappa_L$. Least-squares lines through equally spaced fields, end points included (9 points for 0–2 T, 10 for 0–9 T, 7 for 6–9 T; the same sets are used in the fits below), give:

| Range | Fitted $\kappa_L$ | Error relative to true $\kappa_L$ | Slope$/(L_0T)$ |
|---|---|---|---|
| 0–2 T | 21.58 | 116% | 0.310 |
| 0–9 T | 13.73 | 37% | 0.562 |
| 6–9 T | 10.46 | 4.6% | 1.307 |

The ten-point fit over 0–9 T is worse than its two end points alone. Intermediate points bring in pairs with larger errors, such as 0 and 2 T, for which $\Delta=0.64\times17.27=11.05$ W/(m K).

The data also offer two warnings. Since $\kappa_{e,xx}>0$, the lattice part cannot exceed any measured $\kappa_{xx}$. The 0–9 T fit violates this, as 13.73 is above the measured 12.83 W/(m K). The 0–2 T fit does not, because its smallest measured value is 27.27 W/(m K), so this bound does not reveal its larger error. The second warning is the change of slope with fitting range, which a constant Lorenz number would not produce. For $r=1$ the numerical solution returns 10.00 W/(m K), as it should.

Without tensor inversion of the heat data, $\kappa_{yx}=7.65$ W/(m K) at 9 T gives

$$\kappa_{ad}=12.83+\frac{7.65^2}{12.83}=17.39\ \text{W/(m K)}.$$

A line of $\kappa_{ad}$ against the correct $\sigma_{xx}$ over 0–9 T then yields 20.39 W/(m K), about twice the true lattice part.

The three-parameter fit to noise-free data recovers $\kappa_L=10.00$ W/(m K) and $\mu_\kappa=0.300$ m$^2$/(V s) from either 0–2 T or 0–9 T. Now give each $\kappa_{xx}$ an independent Gaussian error of standard deviation 0.1 W/(m K). Linearizing the fit about the true parameters gives a standard deviation of 0.11 W/(m K) in $\kappa_L$ for 0–9 T, confirmed by repeated fits to random data. For 0–2 T the linearized value is 3.9 W/(m K). This is so large that linearization itself is doubtful, and the number should be read as a sign that the short range does not determine $\kappa_L$ usefully.

With the energy-dependent rate, $L/L_0$ runs from 0.587 at zero field to 1.586 at 9 T. The straight line over 0–9 T gives 13.77 W/(m K), and the three-parameter fit gives 10.32 W/(m K). The remaining bias of 0.32 W/(m K), 3% of the true $\kappa_L$, is about three times the uncertainty of 0.11 W/(m K) found above for the chosen noise level. It comes from the assumed shape of the field dependence, so averaging more measurements at the same fields would not remove it.

The complete values are in the numerical output.

## Numbers as computed

```
temperature T = 20.0 K
electron density n = 1.00e+27 m^-3
Fermi temperature (free-electron mass) = 4232 K
charge mobility mu = 0.500 m^2/(V s)
relaxation-time ratio r = 0.600
inelastic/elastic rate ratio = 0.6667
true lattice conductivity = 10.000 W/(m K)
Sommerfeld Lorenz number L0 = 2.4430e-08 W Ohm/K^2
sigma0 = 80.109 10^6 S/m
L0*T*sigma0 = 39.141 W/(m K)
electronic kappa at B=0 = 23.485 W/(m K)
B [T], sigma_xx [10^6 S/m], kappa_e,xx, kappa_xx [W/(m K)], L/L0
 0.0    80.109    23.485    33.485   0.6000
 1.0    64.087    21.546    31.546   0.6881
 2.0    40.054    17.268    27.268   0.8824
 3.0    24.649    12.975    22.975   1.0773
 4.0    16.022     9.625    19.625   1.2295
 5.0    11.049     7.226    17.226   1.3385
 6.0     8.011     5.539    15.539   1.4151
 7.0     6.046     4.341    14.341   1.4695
 8.0     4.712     3.474    13.474   1.5089
 9.0     3.770     2.833    12.833   1.5380
line fit 0-2 T: 9 points, lattice = 21.584 W/(m K), error = 115.8 %, slope/(T L0) = 0.3099
  pair errors from 8.664 to 14.946 W/(m K)
line fit 0-9 T: 10 points, lattice = 13.727 W/(m K), error = 37.3 %, slope/(T L0) = 0.5624
  pair errors from 0.268 to 13.789 W/(m K)
line fit 6-9 T: 7 points, lattice = 10.455 W/(m K), error = 4.6 %, slope/(T L0) = 1.3069
  pair errors from 0.242 to 0.738 W/(m K)
two-point fit 0 and 9 T: lattice error = 1.813 W/(m K)
weak-field pair 0, 0.02 T: error = 15.030 W/(m K), slope/(T L0) = 0.2160
strong-field pair 200, 400 T (limit test only): slope/(T L0) = 1.6663
elastic case r=1, line fit 0-9 T: lattice = 10.000 W/(m K)
three-parameter fit 0-2 T: lattice = 10.000 W/(m K), thermal mobility = 0.3000 m^2/(V s)
  linearized lattice std for noise 0.10 W/(m K): 3.914 W/(m K)
three-parameter fit 0-9 T: lattice = 10.000 W/(m K), thermal mobility = 0.3000 m^2/(V s)
  linearized lattice std for noise 0.10 W/(m K): 0.109 W/(m K)
Monte Carlo lattice std, 0-9 T, 500 trials = 0.108 W/(m K)
energy-dependent rate: L/L0 at 0 T = 0.5868, at 9 T = 1.5864
energy-dependent rate: line-fit lattice 0-9 T = 13.773 W/(m K)
energy-dependent rate: three-parameter lattice = 10.320 W/(m K)
no transverse heat flow: kappa_ad at 9 T = 17.392 W/(m K)
kappa_yx at 9 T = 7.649 W/(m K)
line fit of kappa_ad against sigma_xx, 0-9 T: lattice = 20.394 W/(m K)
```
